# Population-Control Bias from Trial-Energy Feedback in Diffusion Monte Carlo: a numerical check

```python
"""Population-control bias of diffusion Monte Carlo with a fixed walker count.

Result under test, to leading order in 1/N:
    E_mix - E0 = integral_0^inf (1 - exp(-kappa*s)) C(s) ds
               = integral_0^inf Cov[E_T(t-s), Ebar(t)] ds.
For strong feedback this is N*Var(Ebar)*t_c/N.
N: walkers; Ebar: population mean of the local energy; C: autocovariance
of Ebar; t_c: its one-sided integrated correlation time; W: total weight,
d ln W/dt = E_T - Ebar, E_T = E_ref - kappa*ln(W/W0);
E_mix = <W Ebar>/<W>; E0: lowest eigenvalue of the Hamiltonian.
All averages come from the exact master equation of the whole population.
Hartree atomic units.
"""
import itertools
import numpy as np
from scipy.linalg import expm
from scipy.constants import physical_constants


def build_population(hamiltonian, guide, walkers):
    """Return occupations, population generator (row -> column) and Ebar."""
    dim = len(guide)
    local = hamiltonian @ guide / guide
    hop = -hamiltonian * guide[None, :] / guide[:, None]
    states = [s + (walkers - sum(s),)
              for s in itertools.product(range(walkers + 1), repeat=dim - 1)
              if sum(s) <= walkers]
    index = {s: i for i, s in enumerate(states)}
    occupation = np.array(states, dtype=float)
    mean_energy = occupation @ local / walkers
    generator = np.zeros((len(states), len(states)))
    for i, state in enumerate(states):
        n = occupation[i]
        deleted = n * np.maximum(local - mean_energy[i], 0)
        copied = n * np.maximum(mean_energy[i] - local, 0)
        total = copied.sum()
        for a in range(dim):
            for b in range(dim):
                if a == b or state[a] == 0:
                    continue
                rate = n[a] * hop[a, b]
                if total > 1e-12:
                    rate += deleted[a] * copied[b] / total
                target = list(state)
                target[a] -= 1
                target[b] += 1
                generator[i, index[tuple(target)]] += rate
        generator[i, i] = -generator[i].sum()
    return occupation, generator, mean_energy


def stationary(generator):
    size = len(generator)
    return np.linalg.solve(generator.T - np.ones((size, size)),
                           -np.ones(size))


def integrated_response(generator, prob, deviation):
    """Time integral of exp(G s) acting on a zero-mean observable."""
    return np.linalg.solve(-generator + np.outer(np.ones(len(prob)), prob),
                           deviation)


def weighted_energy(generator, prob, energy, kappa, reference, terms=70):
    """Exact <W Ebar>/<W> from the stationary moments of ln(W/W0)."""
    moment = prob.copy()
    weight = prob.copy()
    identity = np.eye(len(prob))
    for order in range(1, terms + 1):
        moment = np.linalg.solve(kappa * order * identity - generator.T,
                                 -(energy - reference) * moment)
        weight += moment
    assert np.abs(moment).sum() < 1e-13
    return weight @ energy / weight.sum()


def analyse(hamiltonian, guide, walkers):
    occ, gen, energy = build_population(hamiltonian, guide, walkers)
    prob = stationary(gen)
    mean = prob @ energy
    deviation = energy - mean
    response = integrated_response(gen, prob, deviation)
    return dict(occ=occ, gen=gen, energy=energy, prob=prob, mean=mean,
                dev=deviation, response=response,
                var=prob @ deviation**2,
                integral=(prob * deviation) @ response)


def two_state_theory(hamiltonian, guide):
    """Large-population constants from linearized drift and noise."""
    levels, vectors = np.linalg.eigh(hamiltonian)
    mixed = np.abs(vectors[:, 0]) * guide
    mixed /= mixed.sum()
    local = hamiltonian @ guide / guide
    delta = local[0] - local[1]
    into_upper = -hamiltonian[1, 0] * guide[0] / guide[1]
    gap = levels[1] - levels[0]
    single = mixed @ local**2 - (mixed @ local)**2
    collective = delta**2 * into_upper * (1 - mixed[0]) / gap
    ratio = into_upper / (into_upper - delta * mixed[0]**2)
    return levels, mixed, local, delta, into_upper, gap, single, collective, ratio


# Two-site model
H2 = np.array([[0.3, -0.5], [-0.5, 0.0]])
guide2 = np.ones(2)
(levels, mixed, local, delta, into_upper, gap,
 var_single, var_pop, ratio) = two_state_theory(H2, guide2)
E0 = levels[0]
t_corr = 1 / gap
coefficient = var_pop * t_corr
counts = [1, 10, 25, 100, 200, 400]
runs = {n: analyse(H2, guide2, n) for n in counts}

# Exact finite-population statements
variational = guide2 @ H2 @ guide2 / (guide2 @ guide2)
assert abs(runs[1]["mean"] - variational) < 1e-11
for n in counts:
    assert runs[n]["mean"] > E0

H3 = np.array([[0.4, -0.5, 0.0], [-0.5, 0.0, -0.3], [0.0, -0.3, 0.2]])
guide3 = np.array([0.8, 1.0, 0.5])
levels3, vectors3 = np.linalg.eigh(H3)
for ham, guide, n in ((H2, guide2, 12), (H3, guide3, 6)):
    occ, gen, energy = build_population(ham, guide, n)
    vals, vecs = np.linalg.eigh(ham)
    lifted = occ @ (np.abs(vecs[:, 0]) / guide) / n
    tilted = gen - np.diag(energy)
    assert np.max(np.abs(tilted @ lifted + vals[0] * lifted)) < 1e-11
    assert abs(np.linalg.eigvals(tilted).real.max() + vals[0]) < 1e-8

# Size of the bias, order of the remainder, large-population constants
remainder = {n: runs[n]["mean"] - E0 - runs[n]["integral"]
             for n in (200, 400)}
remainder_ratio = remainder[200] / remainder[400]
assert 3.5 < remainder_ratio < 4.5
for n in (100, 200, 400):
    assert abs(n * (runs[n]["mean"] - E0) / coefficient - 1) < 2 / n
    assert abs(n * runs[n]["var"] / var_pop - 1) < 2 / n
assert abs(var_pop / var_single - ratio) < 1e-10

# Family correlations fade when branching is weak
H_weak = np.array([[0.03, -0.5], [-0.5, 0.0]])
weak = two_state_theory(H_weak, guide2)
weak_run = analyse(H_weak, guide2, 200)
weak_ratio = 200 * weak_run["var"] / weak[6]
assert abs(weak_ratio - weak[8]) < 2 / 200
assert abs(weak_ratio - 1) < 0.25 * abs(ratio - 1)

# Exponential decay of the autocovariance
N = 100
run = runs[N]
for lag in (0.5, 1.0, 2.0):
    corr = (run["prob"] * run["dev"]) @ expm(run["gen"] * lag) @ run["dev"]
    assert corr > 0
    assert abs(corr / run["var"] / np.exp(-gap * lag) - 1) < 0.03

# Finite feedback strength, and covariance of E_T with the later energy
feedback_rows = []
for kappa in (0.1, 1.0, 10.0):
    exact = weighted_energy(run["gen"], run["prob"], run["energy"],
                            kappa, run["mean"]) - E0
    formula = coefficient / N * kappa * t_corr / (1 + kappa * t_corr)
    log_weight = np.linalg.solve(kappa * np.eye(N + 1) - run["gen"].T,
                                 -run["dev"] * run["prob"])
    equal_time = -kappa * log_weight @ run["dev"]
    cov_integral = -kappa * log_weight @ run["response"]
    assert equal_time > 0
    assert abs(exact / formula - 1) < 0.02
    assert abs(exact / cov_integral - 1) < 0.02
    feedback_rows.append((kappa, exact, formula, equal_time, cov_integral))
shifted = weighted_energy(run["gen"], run["prob"], run["energy"],
                          1.0, run["mean"] + 0.1) - E0
assert abs(shifted - feedback_rows[1][1]) < 1e-11

# Undoing the normalization over a finite past window
window_rows = []
for window in (1.0, 2.0, 4.0):
    row = run["prob"] @ expm(window * (run["gen"] - np.diag(run["energy"])))
    exact = row @ run["energy"] / row.sum() - E0
    formula = coefficient / N * np.exp(-gap * window)
    assert abs(exact / formula - 1) < 0.05
    window_rows.append((window, exact, formula))

# Three-state model: more than one relaxation rate
errors3 = []
for n in (20, 40):
    run3 = analyse(H3, guide3, n)
    bias3 = run3["mean"] - levels3[0]
    errors3.append(abs(bias3 / run3["integral"] - 1))
    if n == 20:
        bias3_20, integral3_20 = bias3, run3["integral"]
        kappa3 = 0.5
        damped = np.linalg.solve(kappa3 * np.eye(len(run3["prob"]))
                                 - run3["gen"], run3["dev"])
        predicted3 = (run3["prob"] * run3["dev"]) @ (run3["response"] - damped)
        exact3 = weighted_energy(run3["gen"], run3["prob"], run3["energy"],
                                 kappa3, run3["mean"]) - levels3[0]
        assert abs(exact3 / predicted3 - 1) < 0.05
assert errors3[0] < 0.05 and errors3[1] < 0.65 * errors3[0]

# Printed results
to_meV = 1000 * physical_constants["Hartree energy in eV"][0]
print(f"site energies: {H2[0, 0]:.2f}, {H2[1, 1]:.2f} hartree")
print(f"hopping amplitude: {-H2[0, 1]:.2f} hartree")
print(f"local energies: {local[0]:.3f}, {local[1]:.3f} hartree")
print(f"local-energy difference delta: {delta:.3f} hartree")
print(f"hop rate into upper site: {into_upper:.3f} per a.u. time")
print(f"exact E0: {E0:.6f} hartree; gap: {gap:.6f} hartree")
print(f"variational energy: {variational:.6f} hartree")
print(f"mixed fraction on upper site x0: {mixed[0]:.6f}")
print(f"correlation time t_c: {t_corr:.5f} a.u. time")
print(f"single-walker variance: {var_single:.6f} hartree^2")
print(f"N*Var(Ebar), large N: {var_pop:.6f} hartree^2")
print(f"variance ratio (family correlations): {ratio:.5f}")
print(f"same ratio, upper site at {H_weak[0, 0]:.2f} hartree, N=200: "
      f"{weak_ratio:.5f}")
print(f"bias coefficient N*bias: {coefficient:.6f} hartree")
print(f"coefficient with single-walker variance: "
      f"{var_single * t_corr:.6f} hartree")
print("strong feedback: N, exact bias, formula (millihartree)")
for n in counts:
    print(f"  {n:4d} {1000 * (runs[n]['mean'] - E0):.6f} "
          f"{1000 * coefficient / n:.6f}")
print(f"exact strong-feedback bias, N=100: "
      f"{(run['mean'] - E0) * to_meV:.4f} meV")
print(f"remainder ratio N=200 to N=400: {remainder_ratio:.4f}")
print("finite feedback, N=100: kappa (hartree), exact bias, formula,")
print("  integral of Cov(E_T,Ebar) (all three in microhartree)")
for kappa, exact, formula, _, integral in feedback_rows:
    print(f"  {kappa:5.1f} {1e6 * exact:.4f} {1e6 * formula:.4f} "
          f"{1e6 * integral:.4f}")
print("equal-time Cov(E_T,Ebar), N=100: kappa (hartree), hartree^2")
for kappa, _, _, equal_time, _ in feedback_rows:
    print(f"  {kappa:5.1f} {equal_time:.5e}")
print("window, N=100: T (a.u. time), exact bias, formula (microhartree)")
for window, exact, formula in window_rows:
    print(f"  {window:4.1f} {1e6 * exact:.4f} {1e6 * formula:.4f}")
print(f"three states, N=20, strong feedback: exact {1000 * bias3_20:.5f}, "
      f"integral {1000 * integral3_20:.5f} millihartree")
print(f"three states, N=20, kappa={kappa3:.1f} hartree: "
      f"exact {1000 * exact3:.5f}, formula {1000 * predicted3:.5f} millihartree")
print(f"three states, relative error N=20, 40: "
      f"{errors3[0]:.5f}, {errors3[1]:.5f}")
print("checks complete")
```

Output:

```
site energies: 0.30, 0.00 hartree
hopping amplitude: 0.50 hartree
local energies: -0.200, -0.500 hartree
local-energy difference delta: 0.300 hartree
hop rate into upper site: 0.500 per a.u. time
exact E0: -0.372015 hartree; gap: 1.044031 hartree
variational energy: -0.350000 hartree
mixed fraction on upper site x0: 0.426616
correlation time t_c: 0.95783 a.u. time
single-walker variance: 0.022015 hartree^2
N*Var(Ebar), large N: 0.024714 hartree^2
variance ratio (family correlations): 1.12259
same ratio, upper site at 0.03 hartree, N=200: 1.01470
bias coefficient N*bias: 0.023672 hartree
coefficient with single-walker variance: 0.021087 hartree
strong feedback: N, exact bias, formula (millihartree)
     1 22.015325 23.671834
    10 2.362367 2.367183
    25 0.946288 0.946873
   100 0.236688 0.236718
   200 0.118352 0.118359
   400 0.059178 0.059180
exact strong-feedback bias, N=100: 6.4406 meV
remainder ratio N=200 to N=400: 3.9907
finite feedback, N=100: kappa (hartree), exact bias, formula,
  integral of Cov(E_T,Ebar) (all three in microhartree)
    0.1 20.6736 20.6916 20.7356
    1.0 115.7842 115.8096 115.9907
   10.0 214.3163 214.3405 214.5567
equal-time Cov(E_T,Ebar), N=100: kappa (hartree), hartree^2
    0.1 2.16193e-05
    1.0 1.20938e-04
   10.0 2.23721e-04
window, N=100: T (a.u. time), exact bias, formula (microhartree)
   1.0 83.3341 83.3326
   2.0 29.3379 29.3358
   4.0 3.6358 3.6355
three states, N=20, strong feedback: exact 0.91798, integral 0.92444 millihartree
three states, N=20, kappa=0.5 hartree: exact 0.27154, formula 0.27584 millihartree
three states, relative error N=20, 40: 0.00699, 0.00353
checks complete
```
